# Damping Picard iteration for the Poisson-Boltzmann equation between fixed-potential plates

## What dimensions and sign already decide

Two parallel plates at \(x=0\) and \(x=L\) are held at fixed potentials in a monovalent salt solution. The solution is in contact with a reservoir where the potential \(\phi\) is zero and each ion species has number density \(n\). In mean field the ions follow Boltzmann factors, and Poisson's equation becomes

\[
\varepsilon\,\phi''=2ne\,\sinh\frac{e\phi}{kT},
\]

with \(\varepsilon\) the permittivity of the solvent. The naive way to solve it is Picard iteration: compute the charge from the present potential, solve Poisson's equation for that frozen charge, and repeat.

Near zero potential, \(\sinh(e\phi/kT)\approx e\phi/kT\), and the equation is \(\phi''=\phi/\lambda^2\) with the Debye length

\[
\lambda=\sqrt{\frac{\varepsilon kT}{2ne^2}} .
\]

An error in the potential then produces a charge error proportional to \(1/\lambda^2\), and Poisson's equation integrates it twice across the gap, which supplies \(L^2\). The problem is linear, so no potential scale can enter. The slowest error must therefore be multiplied at each step by

\[
-C\,(L/\lambda)^2 ,
\]

with \(C\) a pure number. The sign is negative because the ionic charge opposes the potential that attracts it: too high a potential gives too much countercharge, and the next potential is too low. The iteration must fail beyond some fixed number of Debye lengths, \(L/\lambda=C^{-1/2}\). It remains to find \(C\), to see what finite potential does, and to design a cure.

## The error equation

Measure length in Debye lengths and potential in \(kT/e\): \(\psi=e\phi/kT\), \(\ell=L/\lambda\). Then

\[
\psi''=\sinh\psi ,\qquad 0<x<\ell .
\]

Let \(G\) be the operator that solves \(-u''=f\) with \(u(0)=u(\ell)=0\), so that \(u=Gf\). Explicitly,

\[
(Gf)(x)=\int_0^\ell g(x,x')f(x')\,dx',\qquad g=\frac{\min(x,x')\,[\ell-\max(x,x')]}{\ell}.
\]

The kernel is symmetric and positive inside the gap. If \(p(x)\) is the straight line joining the plate potentials, one undamped step is

\[
\psi_{n+1}=T(\psi_n),\qquad T(\psi)=p-G\sinh\psi ,
\]

since \(p''=0\) and \(-(G\sinh\psi)''=\sinh\psi\). The solution \(\psi^*\) satisfies \(\psi^*=T(\psi^*)\). Subtracting this from the step removes \(p\), and with it the plate potentials. With \(e_n=\psi_n-\psi^*\),

\[
e_{n+1}=-G(c_ne_n),\qquad c_n=\int_0^1\cosh(\psi^*+s\,e_n)\,ds\ \ge 1 .
\]

This is not a linearization: \(c_ne_n=\sinh\psi_n-\sinh\psi^*\) is an identity.

Near zero potential \(c_n\to1\). The functions \(\sin(m\pi x/\ell)\) vanish on the plates, and \(-d^2/dx^2\) multiplies them by \((m\pi/\ell)^2\), so \(G\) multiplies them by \((\ell/m\pi)^2\). The largest factor belongs to \(m=1\):

\[
e_{n+1}\simeq-\left(\frac{\ell}{\pi}\right)^2e_n .
\]

Hence \(C=1/\pi^2\), and the threshold is \(L=\pi\lambda\). The nonlinear iteration with plate potentials of order \(10^{-6}\,kT/e\) gave error factors of \(-0.8100\) at \(\ell=0.9\pi\) and \(-1.2100\) at \(\ell=1.1\pi\), which are \(-0.9^2\) and \(-1.1^2\).

Symmetry can hide the first mode. With opposite plate potentials and a start antisymmetric about the midplane, every iterate stays antisymmetric, because \(G\) and \(\sinh\) preserve that property. The slowest mode is then \(m=2\), and the small-potential threshold moves to \(2\pi\). At \(\ell=1.5\pi\) the measured factor was \(-0.5625=-(1.5/2)^2\). The reprieve is fragile: any admixture of the first mode grows in magnitude by a factor \(1.5^2=2.25\) per step, even at small potential.

## Why a larger potential does not rescue the iteration

One might hope that nonlinearity limits the growth. It does the reverse. Suppose \(e_n\) has one sign throughout the gap. Since \(c_n\) and \(g\) are positive, \(e_{n+1}\) has the opposite sign throughout. Project the error on \(s(x)=\sin(\pi x/\ell)\), and use the symmetry of \(G\) and \(Gs=(\ell/\pi)^2s\):

\[
\int_0^\ell s\,e_{n+1}\,dx=-\int_0^\ell (Gs)\,c_ne_n\,dx=-\left(\frac{\ell}{\pi}\right)^2\int_0^\ell s\,c_ne_n\,dx .
\]

The last integrand has one sign and \(c_n\ge1\), so

\[
\left|\int_0^\ell s\,e_{n+1}\,dx\right|\ \ge\ \left(\frac{\ell}{\pi}\right)^2\left|\int_0^\ell s\,e_n\,dx\right| .
\]

For \(\ell>\pi\) the error grows without bound, whatever the plate potentials, from every start lying wholly above or wholly below the solution.

The natural starts are of this kind. Take equal plates at \(\Psi>0\). The solution cannot have a negative minimum, because there \(\psi''\ge0\) while \(\sinh\psi<0\). So \(\psi^*\ge0\), hence \(\psi^{*\prime\prime}\ge0\), and a convex function lies below its chord: \(0\le\psi^*\le\Psi\). The zero start is below the solution and the constant start above it. The solution of the linear equation \(\psi''=\psi\),

\[
\psi_{\rm DH}=\Psi\,\frac{\cosh(x-\ell/2)}{\cosh(\ell/2)},
\]

called the Debye-Hückel start, is also above. Its error obeys \(-e_0''+c_0e_0=\sinh\psi_{\rm DH}-\psi_{\rm DH}\ge0\), which a negative minimum of \(e_0\) would violate. A better start of this type does not cure the divergence.

For a gap of \(1.05\pi\), plates at 0.1 and 0.3 \(kT/e\) and a straight-line start, the iterate passed 50 \(kT/e\) at step 22.

## Finite potential lowers the threshold

Close to the solution, \(c_n\to\cosh\psi^*\). The error modes satisfy \(G(\cosh\psi^*\,v)=\mu v\), that is

\[
-\mu v''=\cosh(\psi^*)\,v,\qquad v(0)=v(\ell)=0,
\]

and an undamped step multiplies each by \(-\mu\). Multiplying by \(v\) and integrating by parts shows that the largest eigenvalue is

\[
\mu_1=\max_v\frac{\int\cosh(\psi^*)\,v^2dx}{\int v'^2dx}.
\]

Let \(\Psi\) now be the larger plate magnitude. The extremum argument above gives \(|\psi^*|\le\Psi\), so \(1\le\cosh\psi^*\le\cosh\Psi\) and

\[
\left(\frac{\ell}{\pi}\right)^2\le\mu_1\le\left(\frac{\ell}{\pi}\right)^2\cosh\Psi .
\]

The undamped iteration converges locally for \(\mu_1<1\) and is repelled for \(\mu_1>1\). Thus \(\pi\) Debye lengths is the threshold in the limit of zero potential; otherwise failure sets in earlier.

Even below threshold convergence is only local. Take grounded plates, where \(\psi^*=0\), and let \(u>0\) solve \(-u''=\sinh u\) with \(u=0\) on the plates. Then \(T(u)=-u\) and \(T(-u)=u\): the iteration alternates for ever. For a small amplitude \(A\), insert \(u\approx A\sin(\pi x/\ell)\) and \(\sinh u\approx u+u^3/6\). The first-mode part of \(\sin^3\) is \(3/4\), so

\[
(\pi/\ell)^2\approx1+A^2/8 .
\]

At \(\ell=0.9\pi\) this gives \(A\approx1.37\); the full equation gives 1.326. The cycle separates two fates. Started from 0.98 times its profile the iteration converged to zero, and from 1.02 times the profile it diverged.

## Under-relaxation

The fault is an overshoot of alternating sign: each Poisson solve treats the charge as frozen, although the real charge would relax as the potential changed. The remedy is to take only a fraction \(\omega\) of the proposed change:

\[
\psi_{n+1}=(1-\omega)\psi_n+\omega\,T(\psi_n).
\]

The fixed point is unchanged. A mode that \(T\) multiplies by \(-\mu_m\) is now multiplied by

\[
(1-\omega)-\omega\mu_m=1-\omega(1+\mu_m).
\]

All \(\mu_m\) are positive, so a small enough \(\omega\) brings every factor between \(-1\) and 1. The most dangerous mode is the first, and \(1-\omega(1+\mu_1)>-1\) gives the local condition

\[
0<\omega<\frac{2}{1+\mu_1}\qquad\left(\to\frac{2}{1+(\ell/\pi)^2}\ \text{near zero potential}\right).
\]

At the upper limit itself the factor is \(-1\), and linear theory does not decide.

Too much damping is also costly. Since \(\mu_m\le(\ell/m\pi)^2\cosh\Psi\to0\), the factors of fine-scaled modes approach \(1-\omega\). The best \(\omega\) balances this slow end against the overshooting first mode:

\[
1-\omega=\omega(1+\mu_1)-1\quad\Rightarrow\quad \omega_{\rm best}=\frac{2}{2+\mu_1},\qquad q=\frac{\mu_1}{2+\mu_1},
\]

where \(q\) is the asymptotic error factor per step. One decade of error costs \(\ln10/\ln(1+2/\mu_1)\) steps, which for large \(\mu_1\) is about \(1.15(1+\mu_1)\). In a wide gap at fixed plate potential, \(\cosh\psi^*\) differs from 1 only near the plates, where the first mode is small. Then \(\mu_1\to(\ell/\pi)^2\), and the work grows as the square of the gap.

## A damping factor that can be certified beforehand

The condition just found is local, and a start may lie too far away. A sufficient condition follows from the start alone. Let \(\psi_0\) have the correct plate values, let \(\|f\|^2=\int_0^\ell f^2dx\), and define the residual

\[
R=-\psi_0''+\sinh\psi_0 .
\]

Subtracting the equation for \(\psi^*\) gives \(-e_0''+c_0e_0=R\). Multiply by \(e_0\), integrate by parts, and use \(ab\le a^2/4+b^2\):

\[
\|e_0'\|^2+\int c_0e_0^2\,dx=\int Re_0\,dx\le\tfrac14\|R\|^2+\|e_0\|^2 .
\]

Since \(c_0\ge1\), the last term is cancelled and \(\|e_0'\|\le\|R\|/2\). To turn this into a bound on the error itself, integrate \(e'\) from either plate to \(x\). The Cauchy-Schwarz inequality gives

\[
\frac{e(x)^2}{x}+\frac{e(x)^2}{\ell-x}\le\|e'\|^2\quad\Rightarrow\quad |e(x)|\le\frac{\sqrt\ell}{2}\,\|e'\| .
\]

Therefore \(|e_0|\le r\), with \(r=\sqrt\ell\,\|R\|/4\).

Now write a damped step as \(e_{n+1}=[1-\omega(1+K_n)]e_n\) with \(K_nf=G(c_nf)\). In the inner product \(\int f'h'dx\), integration by parts gives \(\int f'(K_nh)'dx=\int f\,c_nh\,dx\), so \(K_n\) is symmetric. As long as \(|e_n|\le r\), we have \(c_n\le\cosh(\Psi+r)\) and

\[
0\le\int c_nf^2dx\le M\,\|f'\|^2,\qquad M=\left(\frac{\ell}{\pi}\right)^2\cosh(\Psi+r).
\]

The eigenvalues of \(K_n\) lie between 0 and \(M\), and so

\[
\|e_{n+1}'\|\le\max\bigl(|1-\omega|,\,|1-\omega(1+M)|\bigr)\,\|e_n'\| .
\]

For \(0<\omega<2/(1+M)\) the factor is below one. The error norm falls, \(|e_{n+1}|\le r\) holds again, and the argument repeats at every step. The choice \(\omega=2/(2+M)\) makes the factor \(M/(2+M)\).

The same operator supplies a stopping rule. The size of the update is misleading, because a small \(\omega\) makes it small however large the error. Use the undamped defect \(d_n=T(\psi_n)-\psi_n=-(1+K_n)e_n\). Since \(1+K_n\ge1\), \(\|e_n'\|\le\|d_n'\|\), and the error is nowhere larger than \(\tfrac12\sqrt\ell\,\|d_n'\|\).

## A dilute film between two oxide-like surfaces

Take water with 1 mM monovalent salt at 298.15 K, relative permittivity 78, and two surfaces at \(-50\) mV separated by 50 nm. With \(kT/e=25.69\) mV and \(\lambda=9.589\) nm,

\[
\Psi=\frac{50}{25.69}=1.946,\quad \ell=\frac{50}{9.589}=5.214,\quad \left(\frac{\ell}{\pi}\right)^2=2.755 .
\]

The equation is odd in \(\psi\), so the calculation uses magnitudes and restores the sign at the end.

Undamped iteration from the Debye-Hückel start gives midplane potentials of \(-7.3\), \(-3.2\), \(-18.2\), \(+32.0\) and \(-132\) mV, and exceeds 50 \(kT/e\) at step 5. The solution is \(-6.74\) mV, so the start was wrong by only 0.6 mV there. The last three error ratios are between \(-3.2\) and \(-3.4\), near the local value \(-\mu_1=-3.05\). The first is about \(-6\); the initial error is not a pure first mode, so its midplane value need not follow \(\mu_1\).

At this plate potential \(\mu_1=1\) occurs at 2.467 Debye lengths, or 23.7 nm, instead of the 30.1 nm given by \(\pi\lambda\). A 25 nm gap is thus already on the repelling side, with \(\mu_1=1.076\).

For 50 nm the damping rules give

\[
\omega<\frac{2}{4.05}=0.494,\qquad \omega_{\rm best}=\frac{2}{5.05}=0.396,\qquad q=\frac{3.05}{5.05}=0.604 .
\]

At 0.9 and 1.05 times the limit the measured factors were \(-0.800\) and \(-1.100\), on either side of stability. The damped map, differentiated numerically on 120 intervals, had spectral radii of 0.624, 0.604 and 0.684 at 0.95, 1 and 1.05 times \(\omega_{\rm best}\).

If \(\mu_1\) is unknown, its upper bound \(2.755\cosh1.946\approx9.84\) gives \(\omega=2/11.84\approx0.17\), which is locally safe. The certificate for the Debye-Hückel start has \(\|R\|=0.825\), \(r=0.471\) and \(M=15.6\), hence \(\omega=0.114\) and a guaranteed factor of 0.886. It reached an error of \(10^{-8}\,kT/e\) in 111 steps, against 31 with \(\omega_{\rm best}\). That is the price of the guarantee here. The optimum \(\omega_{\rm best}\) is asymptotic: from this start and at this tolerance, \(0.95\,\omega_{\rm best}\) needs only 28 steps.

The start now matters. With \(\omega_{\rm best}\) at each gap, the Debye-Hückel start needed 16, 31 and 87 steps at 25, 50 and 100 nm. The constant start needed 18 at 25 nm and failed at the two wider gaps, where it exceeded 50 \(kT/e\) at step 4 and step 2, respectively. The first step shows the difficulty. A constant source \(\sinh\Psi\) gives \(G\sinh\Psi=\tfrac12x(\ell-x)\sinh\Psi\), so at 50 nm the midplane moves from 1.95 to

\[
1.95-0.396\times\frac{5.214^2}{8}\times3.43\approx-2.7 .
\]

It overshoots to a larger magnitude of the wrong sign, well outside the range where the local factor applies. For this start \(R=\sinh\Psi\) and \(r=\tfrac14\ell\sinh\Psi\approx4.5\), and the certificate would demand \(\omega\) near 0.002. That value is sufficient but far from necessary: from this start \(\omega=0.3\) converges in 40 steps, while \(\omega=0.35\) fails.

The converged potential can be checked without iteration. Multiplying \(\psi''=\sinh\psi\) by \(\psi'\) and integrating from the midplane, where \(\psi'=0\) and \(\psi=\psi_m\), gives

\[
\psi'^2=2\cosh\psi-2\cosh\psi_m,\qquad \frac{\ell}{2}=\int_{\psi_m}^{\Psi}\frac{d\psi}{\sqrt{2\cosh\psi-2\cosh\psi_m}} .
\]

Quadrature gives \(-6.7420\) mV at the midplane and damped iteration \(-6.7422\) mV; going from 200 to 400 intervals shifts the latter by 0.0006 mV. At the plate \(|\psi'|=2.25\), so the field is \(2.25\times25.69\ \text{mV}/9.589\ \text{nm}=0.060\) MV/cm, and \(\varepsilon\) times this field gives a charge of \(-0.417\ \mu\text{C/cm}^2\). The excess osmotic pressure \(2nkT(\cosh\psi_m-1)\) is 0.17 kPa. It excludes van der Waals attraction.

## How far the model carries over

These values are illustrative, of a size that may occur in an early, still salty stage of rinsing after polishing; the permittivity, surface potential and ion size are rough typical values. A final rinse in very pure water lies far from 1 mM. At 0.01 mM, with everything else fixed, \(\lambda\) is ten times longer and the 50 nm gap is only 0.52 Debye lengths. Then \(\mu_1\) is below 0.1, and undamped iteration converges locally.

The mean-field assumptions are mild here. Ions of 0.66 nm would fill about 0.1% of the volume at the plate, dielectric saturation is 0.004% in a simple dipole estimate and of order 0.1% or less (about 0.02 to 0.15% in Booth-type estimates, depending on the form and on whether \(D/E\) or \(dD/dE\) is meant) when the local field on the water molecules is included, and the ion coupling parameter is 0.08, well below one. At 333 K, with permittivity 67, the Debye length falls by 2%, which raises \((\ell/\pi)^2\) by about 4%.

The assumption that real surfaces break is the fixed potential, since their charge comes from surface reactions that respond to the gap. Holding the potential fixed makes the plate charge 0.7% smaller than on an isolated plate. For a nearly isolated plate the charge varies as \(\sinh(\Psi/2)\), so holding the charge fixed instead would raise the potential's magnitude by about \(2\tanh(\Psi/2)\times0.7\%\) of \(kT/e\), or 0.3 mV. The physical result barely changes at 50 nm, where the pressure rises by about 1%; at 25 nm the same change of boundary condition shifts the plate potential by about 3 mV and the pressure by about 11%. The damping limits, however, rest on errors that vanish at the plates, and must be derived afresh for another boundary condition. The numerical output follows.

## Computed results

```
Near zero potential, undamped:
 gap 0.9 pi: measured error factor -0.8100
 gap 1.1 pi: measured error factor -1.2100
 gap 1.5 pi, antisymmetric start: factor -0.5625
 gap 1.05 pi, plates 0.1 and 0.3 kT/e: |psi|>50 at step 22
 gap 0.9 pi, grounded: two-cycle amplitude 1.3263 kT/e
Example: 1.0 mM, 298.15 K, eps_r 78.0, plates -50.0 mV, gap 50.0 nm
 kT/e 25.693 mV; reduced plate potential 1.9461
 Debye length 9.589 nm; pi Debye lengths 30.13 nm
 reduced gap 5.2142; (ell/pi)^2 = 2.7547
 undamped midplane potential from Debye-Huckel start:
  step 0: -7.335 mV
  step 1: -3.19 mV
  step 2: -18.23 mV
  step 3: 31.95 mV
  step 4: -132.3 mV
  |psi| > 50 kT/e at step 5
 critical gap at this potential 2.4674 Debye = 23.66 nm
 mu 3.0495; omega limit 0.4939; best omega 0.3961; rate 0.6039
 omega = 0.9 x limit: measured factor -0.8000
 omega = 1.05 x limit: measured factor -1.1002
 spectral radius at 0.95, 1, 1.05 x best omega: 0.6235, 0.6040, 0.6842
 certificate: residual norm 0.8246, r 0.4708, M 15.564
  safe omega 0.1139, factor bound 0.8861, steps to 1e-8: 111
 best omega at several gaps; steps to error 1e-8 kT/e (DH / constant start):
  25 nm: mu 1.076, omega 0.6502, steps 16 / 18
  50 nm: mu 3.049, omega 0.3961, steps 31 / fails
  100 nm: mu 11.174, omega 0.1518, steps 87 / fails
 midplane: damped Picard -6.7422 mV, quadrature -6.7420 mV
 mesh shift 200 -> 400 intervals 5.8e-04 mV
 wall field 0.0604 MV/cm; wall charge -0.4169 uC/cm2
 osmotic pressure 0.1717 kPa
Neglected effects:
 ion volume fraction at wall 1.24e-03 (ion size 0.66 nm)
 dielectric saturation at wall 3.61e-03 %
 Bjerrum length 0.719 nm; ion coupling parameter 0.084
 water's own ions / salt 1.0e-04
 Debye length change at 333.15 K (eps_r 67.0): -2.03 %
 wall charge change from isolated plate -0.68 %
```
